# Total versus normal energy at a planar sputtering barrier: test program

```python
"""
Result under test: for an isotropic internal flux falling as 1/E^2, testing
total energy E > U at a planar barrier gives twice the sputter yield obtained
from the correct test on surface-normal energy, E*mu^2 > U.

Symbols: E internal kinetic energy (eV); mu cosine of the angle to the outward
normal; U barrier height (eV); B strength of the outward crossing current,
(B/E^2)*2*mu dE dmu atoms per ion (eV); E1 energy outside the solid (eV).
The factor 2*mu is the projection of an isotropic flux on the surface plane.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

U = 3.5                    # eV, rough value for copper
B = 14.0                   # eV per ion, chosen
ION_ENERGY = 500.0         # eV
MASS_AR, MASS_CU = 39.95, 63.55   # atomic mass units
CURRENT = 1.0e-3           # A/cm2
ATOM_DENSITY = 8.5e22      # 1/cm3, rough value for copper
TEMPERATURE = 400.0        # K


def inverse_square(energy):
    return energy ** -2.0


def projected_isotropic(mu):
    return 2.0 * mu


def passed_current(energy, rule, flux, angular, barrier):
    """Current per unit energy that passes the chosen escape test."""
    mu_min = np.sqrt(barrier / energy) if rule == "normal" else 0.0
    return flux(energy) * quad(angular, mu_min, 1.0)[0]


def emitted(rule, flux=inverse_square, angular=projected_isotropic,
            barrier=U, e_max=np.inf):
    """Emitted atoms per ion divided by B, by nested quadrature."""
    return quad(passed_current, barrier, e_max,
                args=(rule, flux, angular, barrier),
                epsabs=1e-11, epsrel=1e-8, limit=200)[0]


def ratio(**options):
    return emitted("total", **options) / emitted("normal", **options)


# Yields from the definition against the closed forms
yield_normal = B * emitted("normal")
yield_total = B * emitted("total")
assert abs(yield_normal - B / (2 * U)) < 1e-6
assert abs(yield_total - B / U) < 1e-6

# Newtonian trajectories through a smooth barrier of unit height and width.
# The sample holds every atom with E > U, weighted by the crossing current:
# U/E and mu^2 are then both uniform on (0, 1).
n_energy, n_angle = 200, 207
inv_e = ((np.arange(n_energy) + 0.5) / n_energy)[:, None]
mu_sq = ((np.arange(n_angle) + 0.5) / n_angle)[None, :]
start_energy = (1.0 / inv_e) * np.ones_like(mu_sq)
vz = np.sqrt(2.0 * start_energy * mu_sq)
vx = np.sqrt(2.0 * start_energy * (1.0 - mu_sq))
z = np.zeros_like(vz)


def normal_force(position):
    s = np.clip(position, 0.0, 1.0)
    return -6.0 * s * (1.0 - s)     # minus slope of 3 s^2 - 2 s^3


dt = 0.01
force = normal_force(z)
for _ in range(1200):
    vz += 0.5 * dt * force
    z += dt * vz
    force = normal_force(z)
    vz += 0.5 * dt * force
escaped = z >= 1.0
returned = z <= 0.0
assert np.all(escaped | returned)
trajectory_ratio = 1.0 / escaped.mean()
assert abs(trajectory_ratio - 2.0) < 0.02
row_error = np.max(np.abs(escaped.mean(axis=1) - (1.0 - inv_e[:, 0])))
assert row_error < 0.008

# Emitted energies and directions of the same trajectories
out_energy = 0.5 * (vx ** 2 + vz ** 2)[escaped]
out_mu_sq = 0.5 * vz[escaped] ** 2 / out_energy
for e1 in (0.5, 1.0, 3.0):
    assert abs(np.mean(out_energy < e1) - (e1 / (e1 + 1)) ** 2) < 0.012
for m2 in (0.25, 0.5, 0.75):
    assert abs(np.mean(out_mu_sq < m2) - m2) < 0.012   # cosine law

# Where the excess arises
excess_near = np.mean(start_energy[returned] < 2.0)
assert abs(excess_near - 0.75) < 0.01
excess_all = emitted("total") - emitted("normal")
excess_share = (emitted("total", e_max=2 * U)
                - emitted("normal", e_max=2 * U)) / excess_all
assert abs(excess_share - 0.75) < 1e-5

# Spectra, and the attempt to repair the wrong rule by refitting the barrier
peak = minimize_scalar(
    lambda e1: -passed_current(e1 + U, "normal", inverse_square,
                               projected_isotropic, U),
    bounds=(0.01, 20.0), method="bounded", options={"xatol": 1e-7}).x
assert abs(peak - U / 2) < 1e-3
U_refit = 2 * U
yield_refit = B * emitted("total", barrier=U_refit)
assert abs(yield_refit - yield_normal) < 1e-6


def slow_share(rule, barrier, e1=1.0):
    return (emitted(rule, barrier=barrier, e_max=barrier + e1)
            / emitted(rule, barrier=barrier))


slow_normal = slow_share("normal", U)
slow_total = slow_share("total", U)
slow_refit = slow_share("total", U_refit)
assert abs(slow_normal - (1 / (1 + U)) ** 2) < 1e-5
assert abs(slow_total - 1 / (1 + U)) < 1e-5
assert abs(slow_refit - 1 / (1 + U_refit)) < 1e-5
median_normal = U / (np.sqrt(2) - 1)
assert abs(slow_share("normal", U, median_normal) - 0.5) < 1e-5
assert abs(slow_share("total", U, U) - 0.5) < 1e-5
assert abs(slow_share("total", U_refit, U_refit) - 0.5) < 1e-5

# Changes of the assumed flux
transfer = 4 * MASS_AR * MASS_CU / (MASS_AR + MASS_CU) ** 2
e_cut = transfer * ION_ENERGY
eps = U / e_cut
cut_normal = B * emitted("normal", e_max=e_cut)
cut_total = B * emitted("total", e_max=e_cut)
assert abs(cut_normal - B * (1 - eps) ** 2 / (2 * U)) < 1e-5
ratio_cut = cut_total / cut_normal
assert abs(ratio_cut - 2 / (1 - eps)) < 1e-5
power_ratios = {}
for p in (1.8, 1.6):
    power_ratios[p] = ratio(flux=lambda e, p=p: e ** -p)
    assert abs(power_ratios[p] - p) < 1e-4
ratio_flat = ratio(angular=lambda mu: 1.0)
assert abs(ratio_flat - 3) < 1e-5
aniso_ratios = {}
for a in (-0.3, 0.3):
    aniso_ratios[a] = ratio(angular=lambda mu, a=a: 2 * mu * (1 + a * mu))
    assert abs(aniso_ratios[a] - (1/2 + a/3) / (1/4 + a/5)) < 1e-5
soft = 1.0   # eV
ratio_soft = ratio(flux=lambda e: (e + soft) ** -2.0)
soft_total = 1 / (U + soft)
soft_loss = U * (np.log(1 + soft / U) / soft**2 - 1 / (soft * (U + soft)))
assert abs(ratio_soft - soft_total / (soft_total - soft_loss)) < 1e-5

# Best possible re-emission of returned atoms after one or two elastic
# equal-mass collisions; all outgoing directions are scanned.
n = 600
grid = (np.arange(n) + 0.5) / n
x, m2 = np.meshgrid(grid, grid, indexing="ij")
back = m2 < x                     # normal energy below the barrier
x, mu_in = x[back], np.sqrt(m2[back])
sin_in = np.sqrt(1 - mu_in ** 2)
one_hit = np.zeros(x.size, bool)
two_hits = np.zeros(x.size, bool)
for polar in np.radians(np.arange(0.5, 90.0, 1.0)):
    for azimuth in np.radians([0.0, 30.0, 60.0, 120.0]):
        cos_defl = (sin_in * np.sin(polar) * np.cos(azimuth)
                    - mu_in * np.cos(polar))
        need = x / np.cos(polar) ** 2     # required fraction of E kept
        one_hit |= (cos_defl > 0) & (cos_defl ** 2 > need)
        two_hits |= ((1 + cos_defl) / 2) ** 2 > need
planar_count = n * n / 2
ceiling_one = one_hit.sum() / planar_count
ceiling_two = two_hits.sum() / planar_count
assert abs(ceiling_one - 7 / 324) < 0.001

# Engineering consequences and remaining sizes
to_rate = CURRENT / const.e / ATOM_DENSITY * 1e7 * 60   # nm/min per unit yield
patch = 0.10
ratio_patch = yield_total / ((1-patch) * yield_normal + patch * yield_total)
kt = const.k * TEMPERATURE / const.e
wavelength = const.h / np.sqrt(2 * MASS_CU * const.atomic_mass * U * const.e)

print(f"barrier height U: {U:.2f} eV")
print(f"cascade current strength B: {B:.1f} eV per ion")
print(f"ion energy: {ION_ENERGY:.0f} eV")
print(f"ion current density: {CURRENT*1e3:.1f} mA/cm2")
print(f"copper atom density (rough): {ATOM_DENSITY:.1e} 1/cm3")
for energy in (4.0, 7.0, 14.0, 35.0):
    share = passed_current(energy, "normal", lambda e: 1.0,
                           projected_isotropic, U)
    cone = np.degrees(np.arccos(np.sqrt(U / energy)))
    print(f"E = {energy:.0f} eV: escape cone {cone:.1f} deg, "
          f"transmitted fraction {share:.3f}")
e_demo, angle_demo = 7.0, 60.0
normal_demo = e_demo * np.cos(np.radians(angle_demo)) ** 2
print(f"normal energy of {e_demo:.0f} eV atom at {angle_demo:.0f} deg: "
      f"{normal_demo:.2f} eV")
print(f"yield, normal-energy test: {yield_normal:.3f} atoms/ion")
print(f"yield, total-energy test: {yield_total:.3f} atoms/ion")
print(f"yield ratio, quadrature: {yield_total/yield_normal:.4f}")
print(f"yield ratio, trajectories: {trajectory_ratio:.4f}")
print(f"number of trajectories: {z.size}")
print(f"erosion rate, normal test: {yield_normal*to_rate:.1f} nm/min")
print(f"erosion rate, total test: {yield_total*to_rate:.1f} nm/min")
print(f"share of excess from U < E < 2U: {excess_share:.4f}")
print(f"same share from trajectories: {excess_near:.4f}")
print(f"most probable emitted energy, planar: {peak:.3f} eV")
print(f"median emitted energy, planar: {median_normal:.2f} eV")
print(f"median emitted energy, total test: {U:.2f} eV")
print(f"refitted barrier for total test: {U_refit:.2f} eV")
print(f"yield with refitted barrier: {yield_refit:.3f} atoms/ion")
print(f"median emitted energy, refitted: {U_refit:.2f} eV")
print(f"share emitted below 1 eV, planar: {100*slow_normal:.2f} %")
print(f"share emitted below 1 eV, total test: {100*slow_total:.2f} %")
print(f"share emitted below 1 eV, refitted: {100*slow_refit:.2f} %")
print(f"maximum recoil energy (cutoff): {e_cut:.1f} eV")
print(f"yields with cutoff, normal and total: {cut_normal:.3f}, "
      f"{cut_total:.3f} atoms/ion")
print(f"yield ratio with cutoff: {ratio_cut:.4f}")
for p, value in power_ratios.items():
    print(f"yield ratio for flux E^-{p}: {value:.3f}")
print(f"yield ratio, isotropic crossing current: {ratio_flat:.3f}")
for a, value in aniso_ratios.items():
    print(f"yield ratio for angular flux 1 + ({a})*mu: {value:.3f}")
print(f"yield ratio for flux 1/(E + {soft:.1f} eV)^2: {ratio_soft:.3f}")
print(f"yield ratio, {100*patch:.0f} % direction-independent patches: "
      f"{ratio_patch:.3f}")
print(f"re-emission ceiling, one collision: {100*ceiling_one:.2f} % of yield")
print(f"re-emission ceiling, two collisions: {100*ceiling_two:.1f} % of yield")
print(f"thermal energy kT at {TEMPERATURE:.0f} K: {kt:.4f} eV")
print(f"kT/U: {100*kt/U:.2f} %")
print(f"copper wavelength at energy U: {wavelength*1e9:.5f} nm")
print("checks complete")
```

Printed output:

```
barrier height U: 3.50 eV
cascade current strength B: 14.0 eV per ion
ion energy: 500 eV
ion current density: 1.0 mA/cm2
copper atom density (rough): 8.5e+22 1/cm3
E = 4 eV: escape cone 20.7 deg, transmitted fraction 0.125
E = 7 eV: escape cone 45.0 deg, transmitted fraction 0.500
E = 14 eV: escape cone 60.0 deg, transmitted fraction 0.750
E = 35 eV: escape cone 71.6 deg, transmitted fraction 0.900
normal energy of 7 eV atom at 60 deg: 1.75 eV
yield, normal-energy test: 2.000 atoms/ion
yield, total-energy test: 4.000 atoms/ion
yield ratio, quadrature: 2.0000
yield ratio, trajectories: 1.9998
number of trajectories: 41400
erosion rate, normal test: 88.1 nm/min
erosion rate, total test: 176.2 nm/min
share of excess from U < E < 2U: 0.7500
same share from trajectories: 0.7498
most probable emitted energy, planar: 1.750 eV
median emitted energy, planar: 8.45 eV
median emitted energy, total test: 3.50 eV
refitted barrier for total test: 7.00 eV
yield with refitted barrier: 2.000 atoms/ion
median emitted energy, refitted: 7.00 eV
share emitted below 1 eV, planar: 4.94 %
share emitted below 1 eV, total test: 22.22 %
share emitted below 1 eV, refitted: 12.50 %
maximum recoil energy (cutoff): 474.0 eV
yields with cutoff, normal and total: 1.971, 3.970 atoms/ion
yield ratio with cutoff: 2.0149
yield ratio for flux E^-1.8: 1.800
yield ratio for flux E^-1.6: 1.600
yield ratio, isotropic crossing current: 3.000
yield ratio for angular flux 1 + (-0.3)*mu: 2.105
yield ratio for angular flux 1 + (0.3)*mu: 1.935
yield ratio for flux 1/(E + 1.0 eV)^2: 1.846
yield ratio, 10 % direction-independent patches: 1.818
re-emission ceiling, one collision: 2.14 % of yield
re-emission ceiling, two collisions: 7.4 % of yield
thermal energy kT at 400 K: 0.0345 eV
kT/U: 0.98 %
copper wavelength at energy U: 0.00193 nm
checks complete
```
